Soft photons: eikonal identity, exponentiation and the power of ΔE

## First half: soft emission and the virtual factor

### Two photons from one line

An electron leaves a collision with momentum p and emits two photons, k₁ and k₂, both much softer than anything else in the process. Either photon may be the last to leave. The two histories are different Feynman diagrams, and their amplitudes must be added.

Put a₁ = p·k₁ and a₂ = p·k₂. If photon 1 leaves last, the electron line carries p + k₁ between the emissions and p + k₁ + k₂ between the collision and the first emission. Each stretch of line contributes the inverse of its distance from the mass shell. For soft photons these distances are proportional to a₁ and a₁ + a₂. If photon 2 leaves last, they are proportional to a₂ and a₁ + a₂. The sum is

1/[a₁(a₁ + a₂)] + 1/[a₂(a₁ + a₂)]
= (a₂ + a₁)/[a₁a₂(a₁ + a₂)]
= 1/(a₁a₂).

Neither diagram is a product of one factor per photon, but the sum is. After the orderings are added, each photon is emitted as if the other were absent.

The limit a₂ ≫ a₁ shows how the sum is shared. The first term tends to 1/(a₁a₂), while the second tends to 1/a₂², which is smaller by a₁/a₂. The photon with the larger p·k is then emitted close to the collision, and the other leaves later. When a₁ and a₂ are comparable, both orderings matter.

### Where the factors come from

Units are ħ = c = 1, the metric is (+,−,−,−), and e² = 4πα. A particle of charge q = Qe has the vertex −iqγ^μ and the propagator i(p̸ + m)/(p² − m² + i0), where p̸ = γ^μ p_μ. The photon polarization ε is taken real. Let H be the rest of the amplitude, which contains the hard collision.

For one photon from an outgoing line of momentum p the amplitude is

ū(p)(−iqε̸) · i(p̸ + k̸ + m)/[(p + k)² − m²] · H.

The product (−i)(i) is 1. Since p² = m² and k² = 0, the denominator is 2p·k. In the numerator k̸ is dropped against p̸ + m. The anticommutator ε̸p̸ = 2p·ε − p̸ε̸ and the Dirac equation ūp̸ = mū then give

ūε̸(p̸ + m) = ū(2p·ε − p̸ε̸ + mε̸) = 2p·ε ū.

The two factors of 2 cancel, and the emission multiplies ūH by

+q p·ε/(p·k).

For an incoming line the momentum after emission is p − k, and (p − k)² − m² = −2p·k. The numerator is again 2p·ε, so the factor is

−q p·ε/(p·k).

An outgoing antiparticle has the spinor v(p), with p̸v = −mv, and its line carries −p − k. Then

(−p̸ + m)ε̸v = (−2p·ε + ε̸p̸ + mε̸)v = −2p·ε v,

so the factor is −q p·ε/(p·k). The physical charge of the antiparticle is −q, and the rule is therefore the same for both: use the physical charge, with a sign η = +1 for an outgoing and η = −1 for an incoming particle.

The factor grows as 1/k. The dropped term with k̸ has one more power of k and stays finite as k → 0. It contains the coupling to the magnetic moment, so leading soft emission sees the charge and the momentum but not the spin.

### Several photons on one line

Take an outgoing line, and let K be the sum of the photon momenta that leave after a given stretch of line. Its denominator is

(p + K)² − m² = 2p·K + K².

The term K² must be small. Let K⁰ be the energy in K. For real photons K² ≤ (K⁰)². Also p·K ≥ K⁰(E − |p|), because |K| ≤ K⁰. Hence

K²/(2p·K) ≤ K⁰/[2(E − |p|)].

It is therefore enough that the soft energies lie far below E − |p|, which for a fast particle is much smaller than E. This condition is sufficient but not necessary. For a moving particle the two inequalities cannot both become equalities, since the first needs |K| = 0 and the second needs |K| = K⁰. The sharp bound follows by taking the spatial part of K along the particle's momentum, with |K| = κK⁰, and maximizing (1 − κ²)/[2(E − |p|κ)] over κ. The maximum lies at κ = (E − m)/|p| and gives K²/(2p·K) ≤ K⁰/(E + m), so soft energies far below E + m already suffice for dropping K². For virtual photons, dropping the squares is taken as part of the leading soft approximation.

In the numerator the outermost photon gives ūε̸₁(p̸ + m) = 2p·ε₁ ū. This returns the same ū, so the next photon gives 2p·ε₂, and so on. With a_i = p·k_i, and with the photons numbered from the outside inwards, one ordering of N photons gives

[∏ q p·ε_i] · 1/[a₁(a₁ + a₂)…(a₁ + … + a_N)].

The first bracket does not depend on the order. What remains is the sum over permutations of the second factor.

**Eikonal identity.**

Σ_perm 1/[a₁(a₁ + a₂)…(a₁ + … + a_N)] = 1/(a₁a₂…a_N),

for all a_i for which the partial sums do not vanish.

The proof is by induction. For N = 1 both sides are 1/a₁. Suppose the identity holds for N − 1 photons. The innermost denominator contains all photons, so it equals S = a₁ + … + a_N in every ordering and comes out of the sum. Group the orderings by the photon l that sits next to the collision. The other N − 1 photons run through all their orderings outside it, and their denominators do not contain a_l. By assumption they sum to the product of 1/a_i over i ≠ l, which is a_l/(a₁…a_N). Therefore

Σ_perm = (1/S) Σ_l a_l/(a₁…a_N) = (1/S) · S/(a₁…a_N) = 1/(a₁…a_N).

For a = 1, 2, 3 the six orderings give 1/18, 1/24, 1/36, 1/60, 1/72 and 1/90, which add to 1/6 = 1/(1·2·3). The terms differ by a factor of five, so no single ordering could stand for the sum.

On an incoming line every denominator has the opposite sign. This gives (−1)^N, one factor η per photon, and the same identity applies.

### The same identity in time

The identity has a second form that will be needed for virtual photons. Let the particle move on the straight path x^μ = v^μ t, where v^μ = p^μ/E = (1, **v**), starting from the collision at t = 0. Let b_i = v·k_i, and switch the charge off slowly with a factor e^(−εt), where the small rate ε is unrelated to the polarization. One emission gives

∫₀^∞ dt e^(ibt − εt) = 1/(ε − ib) = i/(b + iε).

For two emissions with t₁ > t₂, write t₁ = t₂ + u. The exponent becomes (ib₁ − ε)u + (ib₁ + ib₂ − 2ε)t₂, and the integral is

[i/(b₁ + iε)] · [i/(b₁ + b₂ + 2iε)].

These are the eikonal denominators, with photon 1 outermost. The region t₁ > t₂ and the region t₂ > t₁ together fill the quadrant t₁, t₂ > 0, where the integral factorizes. For N photons the N! time orderings fill the positive region of N independent times. The eikonal identity is this statement after the time integrals have been done. The damping also gives a meaning to cases in which a partial sum vanishes.

### All lines together

Let line n have momentum p_n, energy E_n, charge Q_n e and sign η_n. Each soft photon can attach to any external line. For a given assignment of photons to lines, the identity is applied on each line separately. The sum over assignments then expands a product of sums, so that

M(k₁,…,k_N) = M₀ ∏_i ε_i·J(k_i),

J^μ(k) = e Σ_n η_n Q_n p_n^μ/(p_n·k).

Here M₀ is the amplitude without these photons. Two assumptions enter. The collision amplitude must be nearly unchanged when its momenta shift by soft amounts, which fails near a resonance narrower than the photon energies. Emission from inside the collision must lack the 1/k growth, which holds when the internal lines are far off shell.

Charge conservation makes the current transverse:

k·J = e Σ_n η_n Q_n = 0.

If a single charge passes through with unchanged velocity, its incoming and outgoing terms are equal and opposite, and J = 0. A single charge radiates softly only if its velocity changes. With several lines, what counts is the velocity at which the charge is carried: a charge handed from one particle to another of different velocity gives J ≠ 0 even if neither particle is deflected.

Transversality also fixes a sign. Choose k = ω(1, 0, 0, 1). Then k·J = 0 means J⁰ = J³, and

−J·J = −(J⁰)² + (J¹)² + (J²)² + (J³)² = (J¹)² + (J²)² ≥ 0.

This is the sum of |ε·J|² over the two transverse polarizations.

### Virtual photons

A virtual soft photon has both ends on the external lines. Let λ < |**k**| < Λ be the soft range in a chosen frame. The lower cutoff λ is temporary. Let M_Λ be the amplitude from which all photons below Λ are omitted.

First hold the photon field A fixed. The charges move on straight lines and form the current

j^μ(x) = Σ_n Q_n e ∫ dt v_n^μ δ⁴(x − v_n t) e^(−ε|t|),

where t runs over positive values for outgoing and negative values for incoming lines. Each vertex brings −i∫j·A. On each line the emissions are ordered in time, but the sum over orderings fills the whole region of times. The N vertices therefore give (−i∫j·A)^N/N!, where 1/N! removes the relabelling of identical vertices.

The photon ends are now joined in pairs. Only even numbers survive, and 2N ends can be paired in (2N)!/(2^N N!) ways. Each pair gives the propagator D_μν(x − y) = ⟨T A_μ(x)A_ν(y)⟩. The term with N virtual photons is

[(−i)^(2N)/(2N)!] · [(2N)!/(2^N N!)] · [∫∫ j^μ j^ν D_μν]^N
= (1/N!) [−½∫∫ j^μ j^ν D_μν]^N.

The factor (2N)! cancels, and the sum over N is an exponential:

M = M_Λ e^W, W = −½∫∫ d⁴x d⁴y j^μ(x) j^ν(y) D_μν(x − y).

In Feynman gauge the propagator in momentum space is −ig_μν/(k² + i0). Its energy integral for t > 0 is closed in the lower half plane around the pole k⁰ = ω = |**k**|:

∫ dk⁰/(2π) · i e^(−ik⁰t)/[(k⁰)² − ω² + i0] = e^(−iωt)/(2ω).

For t < 0 the pole at −ω gives the same expression with |t|. Writing dk̃ = d³k/[(2π)³2ω], one has

D_μν(t, **r**) = −g_μν ∫ dk̃ e^(−iω|t|) e^(i**k**·**r**).

### The real part needs no time ordering

The rate depends on |e^W|² = e^(2 Re W). The integral over **k** is symmetric under **k** → −**k**, so e^(i**k**·**r**) may be replaced by cos(**k**·**r**). The real part of the integrand is then cos(ωt)cos(**k**·**r**), because the cosine does not see the sign in |t|. Averaging cos(ωt − **k**·**r**) over **k** and −**k** gives the same product. Hence

Re D_μν(x − y) = −g_μν ∫ dk̃ cos[k·(x − y)].

This has no time ordering, and the integrals over x and y separate. With j̃(k) = ∫d⁴x e^(ik·x) j(x),

Re W = −½ · (−1) ∫ dk̃ j̃·j̃* = ½∫ dk̃ j̃·j̃*.

An outgoing line contributes iQe v/(v·k) to j̃ as ε → 0, and an incoming line contributes −iQe v/(v·k). Since v/(v·k) = p/(p·k), this is j̃ = iJ, and

2 Re W = −∫ dk̃ (−J·J).

The right side is negative or zero, so virtual soft photons suppress the process without emission. The imaginary part of W is a phase and does not change the rate.

### Both ends on one line

The damping deserves a closer look when both photon ends lie on the same outgoing line. The ordered time integral is, with u = t − t′ > 0 and b = v·k,

∫₀^∞ dt′ e^(−2εt′) ∫₀^∞ du e^(−ibu − εu)
= 1/[2ε(ε + ib)]
= 1/[2(b² + ε²)] − ib/[2ε(b² + ε²)].

The last term diverges as ε → 0. It is a phase proportional to 1/(2ε), the effective duration of the motion, and therefore describes a shift of the particle's energy. As a phase it does not change the rate. The soft part alone depends on the frame in which |**k**| is cut off. The full shift, with the harder photons included covariantly, has the form of a mass shift, which mass renormalization removes. The first term tends to 1/(2b²).

The factor ½ can be compared with propagation during a fixed time T without damping:

∫₀^T dt ∫₀^t dt′ e^(−ib(t − t′)) = −iT/b + (1 − e^(−ibT))/b².

The first term is again the energy shift. After the integral over photon momenta, with λ fixed, the oscillating term vanishes for large T. The remaining 1/b² belongs to the residue Z of the full propagator. An external leg carries √Z, hence half of this exponent, which is the damped result.

## Second half: real photons and the power of ΔE

### What is carried over

External line n has momentum p_n, charge Q_n e and sign η_n, which is +1 for outgoing and −1 for incoming particles. The soft current is J^μ = e Σ η_n Q_n p_n^μ/(p_n·k), with k·J = 0 and −J·J ≥ 0. Each real soft photon multiplies the amplitude by ε·J(k). Virtual photons with λ < ω < Λ multiply the rate by exp[−∫ dk̃ (−J·J)], where ω = |**k**| and dk̃ = d³k/[(2π)³2ω]. Let σ_Λ be the cross section in which all photons below Λ, real and virtual, are omitted.

### One photon of each kind

The current scales as 1/ω, so ω²(−J·J) depends only on the photon direction. With d³k = ω² dω dΩ,

∫ dk̃ (−J·J) = A ∫ dω/ω, A = [1/(16π³)] ∫ dΩ ω²(−J·J).

The virtual factor is therefore exp[−A ln(Λ/λ)] = (λ/Λ)^A.

To first order in A this is 1 − A ln(Λ/λ), which diverges as λ → 0. A detector that accepts soft photons up to an energy ΔE also counts events with one real photon. Their relative rate is the same integral between λ and ΔE, namely A ln(ΔE/λ). The sum is

1 − A ln(Λ/λ) + A ln(ΔE/λ) = 1 + A ln(ΔE/Λ).

The cutoff has gone. The cancellation works because one function, −J·J, governs both the loss without emission and the gain with emission. The result still fails for very small ΔE, where the logarithm is large and the expression can even become negative. There the higher orders are needed.

### The angular integral

Inserting J and e² = 4πα, and using 4πα/(16π³) = α/(4π²), gives

A = −[α/(4π²)] Σ_nm η_n η_m Q_n Q_m I_nm,

I_nm = ∫ dΩ p_n·p_m/[(E_n − **p**_n·**n**)(E_m − **p**_m·**n**)],

where **n** is the photon direction. The simple case is n = m. Take the polar axis along **p** and write c = cos θ and P = |**p**|:

∫ dΩ 1/(E − Pc)²
= (2π/P)[1/(E − P) − 1/(E + P)]
= (2π/P) · 2P/(E² − P²)
= 4π/m².

Multiplication by p·p = m² gives I_nn = 4π.

For n ≠ m this result can be used again. The Feynman parameter formula 1/(XY) = ∫₀¹ dx/[xX + (1 − x)Y]² combines the two denominators into one that belongs to the momentum p_x = xp_n + (1 − x)p_m. The angular integral just found then gives

I_nm = 4π p_n·p_m ∫₀¹ dx/p_x².

Let the masses be m and m′, and write p_n·p_m = mm′g. In the rest frame of one particle g is the Lorentz factor of the other, so g = cosh χ, and the relative speed is β = tanh χ. Then

p_x² = x²m² + (1 − x)²m′² + 2x(1 − x)mm′g.

Substitute y = xm/[(1 − x)m′]. Then dy = (m/m′) dx/(1 − x)² and p_x² = (1 − x)²m′²(y² + 2gy + 1), so

∫₀¹ dx/p_x² = [1/(mm′)] ∫₀^∞ dy/(y² + 2gy + 1).

The denominator is (y + e^χ)(y + e^(−χ)). Partial fractions give

∫₀^∞ dy/(y² + 2gy + 1)
= [1/(2 sinh χ)] ln[(y + e^(−χ))/(y + e^χ)] taken from 0 to ∞
= [1/(2 sinh χ)](0 + 2χ)
= χ/sinh χ.

Therefore I_nm = 4πgχ/sinh χ = 4πχ/β. Since χ = ½ ln[(1 + β)/(1 − β)],

I_nm = 2πL_nm, L_nm = (1/β_nm) ln[(1 + β_nm)/(1 − β_nm)],

A = −(α/2π) Σ_nm η_n η_m Q_n Q_m L_nm.

For β → 0 the logarithm is 2β + 2β³/3 + …, so L → 2. This agrees with I_nn = 4π.

### One scattered electron

For one electron in and one electron out, the two terms with n = m give 2 + 2. The two mixed terms carry η_n η_m = −1 and give −2L. Hence

A = −(α/2π)(4 − 2L) = (α/π)(L − 2).

For small relative speed L − 2 = 2β²/3 + …, so A ≈ 2αβ²/(3π). A deflection therefore radiates little when the relative speed of the incoming and outgoing electron is small. For a fast electron this requires an angle far below m/|**p**|.

For large momentum transfer let Q² = −(p′ − p)², where p and p′ are the electron momenta before and after the collision. Then Q² = 2m²(g − 1). For g ≫ 1 one has χ ≈ ln(2g), β ≈ 1 and Q²/m² ≈ 2g, so L ≈ 2χ ≈ 2 ln(Q²/m²) and

A ≈ (2α/π)[ln(Q²/m²) − 1].

The exponent grows logarithmically and has no limit as m → 0. The divergence comes from photons almost parallel to the electron. The result therefore requires massive charges.

### Many real photons

For N real photons the squared amplitude contains the product of −J(k_i)·J(k_i) after the polarizations are summed. Identical photons bring 1/N!. Each angular integral gives the same A, so the real factor is

R(ΔE) = Σ_N (A^N/N!) ∫ ∏ dω_i/ω_i θ(ΔE − Σω_i), ω_i > λ.

The step function θ states what is measured: the total energy of the undetected photons is at most ΔE, with ΔE ≤ Λ.

It is useful first to replace this condition by a weaker one, that each photon separately has ω_i < ΔE. The integrals then separate, and the real factor is exp[A ln(ΔE/λ)] = (ΔE/λ)^A. Multiplication by (λ/Λ)^A gives (ΔE/Λ)^A. This is the probability that a Poisson process with mean A ln(Λ/ΔE) produces no photon between ΔE and Λ.

The true condition also excludes two photons that are each below ΔE but exceed it together. With x = ω₁/ΔE, the second photon must lie between 1 − x and 1 in units of ΔE. This lowers the result, relative to (ΔE/Λ)^A, by

(A²/2) ∫₀¹ (dx/x)[−ln(1 − x)] = (A²/2) Σ_{n≥1} 1/n² = π²A²/12

at second order. The series follows from −ln(1 − x) = Σ xⁿ/n. No infrared divergence remains: as x → 0 the window left for the second photon has weight −ln(1 − x) ≈ x, which cancels the 1/x.

### The full sum

The condition on the total energy becomes simple after a Laplace transform. Multiply R(ΔE) by e^(−sΔE) and integrate over ΔE. For fixed photon energies the step function gives e^(−sΣω_i)/s, a product of one factor per photon. The sum over N is again an exponential:

∫₀^∞ dE e^(−sE) R(E) = (1/s) exp[A ∫_λ^∞ dω e^(−sω)/ω].

The upper limit may be infinite because the step function already bounds each photon energy.

Put z = sλ and u = sω, and integrate by parts:

∫_z^∞ du e^(−u)/u = −e^(−z) ln z + ∫_z^∞ du e^(−u) ln u.

As z → 0 the last integral tends to −γ, where γ is Euler's constant, and the whole expression is −ln z − γ + O(z). Including the virtual factor gives

(λ/Λ)^A (1/s) exp[A(−γ − ln s − ln λ)] = e^(−γA) Λ^(−A) s^(−1−A).

The powers of λ cancel, and the limit λ → 0 can be taken. The inverse transform follows from

∫₀^∞ dE e^(−sE) E^A = Γ(1 + A)/s^(1+A).

The cross section is therefore

**σ(ΔE) = σ_Λ F(A) (ΔE/Λ)^A, F(A) = e^(−γA)/Γ(1 + A).**

The expansion ln Γ(1 + A) = −γA + π²A²/12 + O(A³) gives F = 1 − π²A²/12 + O(A³), in agreement with the two-photon count.

A larger exponent makes F visible. Take A = 0.3 and ΔE/Λ = 0.25, and let photon energies be whole multiples of ΔE/2000. The sum over photon numbers up to 30 can then be carried out by repeated convolution, with the virtual photons on the same set of energies. It gives 0.6183. The closed formula gives 0.6182, while (ΔE/Λ)^A alone gives 0.6598.

### One exponent for loss and emission

The link between the two kinds of photon can be seen in one field mode of frequency 1, driven by a charge that is suddenly deflected. In the interaction picture the Hamiltonian is fa† + f*a, with f = Gv e^(iνt − ε|t|). Here v is the velocity along the polarization and ν = ω − **k**·**v**. Take G = 0.9, v = 0.4 and ν = 0.7 before the deflection, v = −0.5 and ν = 1.2 after it, and ε = 0.02. For slow switching the soft factor predicts the mean photon number

μ = 0.81(−0.5/1.2 − 0.4/0.7)² = 0.791.

A Runge–Kutta integration of the Schrödinger equation from t = −450 to 450, with 18 number states, gives the probabilities 0.454, 0.359 and 0.142 for zero, one and two photons. The Poisson law with mean μ gives 0.453, 0.359 and 0.142. The probability of no emission is thus e^(−μ), with the same μ that sets the emission.

### Meaning and limits of the power law

The derivative d ln σ/d ln ΔE = A measures the effect of resolution. For A > 0 the cross section vanishes as ΔE → 0. Strictly elastic scattering, with no photon at all, has zero rate in this approximation, and finite rates belong to finite resolution.

The scale Λ is a dividing line and not a physical energy. If it is moved to Λ′, the same σ(ΔE) requires

σ_Λ′ = σ_Λ (Λ′/Λ)^A.

The hard calculation must supply this dependence.

The formula holds at leading soft order. It needs ΔE ≤ Λ, with Λ far below the hard scales (Λ far below every E_n − |**p**_n| is a sufficient choice for dropping K² when the photons are real), massive charges, and a collision amplitude that is smooth over the range Λ. Closed loops of charged particles at soft momenta and two-photon contact vertices are neglected as subleading. A detector that restricts photon angles, or each photon energy separately, needs a different real factor.

### An electron scattered through 90°

An electron of total energy E = 2 MeV scatters elastically from a fixed, screened object. The object stays at rest and does not radiate in this model, and the screening avoids the long-range Coulomb phase. A real atom is not such an object. At the momentum transfer below, its nucleus recoils with Q²/2M, about 330 eV for carbon and 20 eV for gold. Thermal motion at room temperature spreads this energy by roughly 4 eV and 1 eV in a classical estimate, and the screening electrons can absorb energy as well. The smallest resolutions listed below therefore illustrate the formula and do not describe a measurement on a real target. With m = 0.510999 MeV,

|**p**| = √(4 − 0.2611) MeV = 1.9336 MeV,
E − |**p**| = 0.0664 MeV.

The choice Λ = 1 keV lies well below the second value. Because the angle is 90°, **p**·**p**′ = 0 and p·p′ = E². Hence

g = 4/0.2611 = 15.32, β = 0.99787, L = 6.857,

A = (0.0072974/π)(6.857 − 2) = 0.01128.

Direct integration of −J·J over photon directions, by Gauss–Legendre quadrature in cos θ and a uniform sum in azimuth, also gives 0.01128. The momentum transfer is Q² = 2|**p**|² = 7.478 MeV², and the large-Q² expression gives

(2α/π)[ln(7.478/0.2611) − 1] = 0.01094,

which is 3% below the full exponent.

The quality of the soft factor can be seen at these momenta from the complete Dirac amplitude for two photons. With γ⁰ as a momentum-independent hard vertex, all six tree-level orderings of the two photons and that vertex are added. Both electron momenta are held at their elastic values, so the vertex supplies the energy of the photons. For one choice of spins, directions and polarizations, and with the second photon 1.7 times as energetic as the first, the amplitude differs from the soft product by a relative 6.2 × 10⁻⁶ when the first photon has 10 eV. At 1 eV the difference is 6.2 × 10⁻⁷. It falls in proportion to the photon energy, as expected of the first dropped term. The coefficient is not universal. If the outgoing energy is lowered by the photon energies, as a static object requires, the same choice gives 9.1 × 10⁻⁶ at 10 eV. Other spins, directions and polarizations typically give values between a few times 10⁻⁶ and about 10⁻⁴.

Since 1 − F = 1.0 × 10⁻⁴, the resolution factor is almost a pure power. At ΔE = 10 eV,

σ/σ_Λ = 0.9999 × (10/1000)^0.01128 = 0.949.

The other resolutions follow in the same way, with the first-order expression 1 + A ln(ΔE/Λ) beside them:

ΔE = 100 eV: 0.974; first order 0.974
ΔE = 10 eV: 0.949; first order 0.948
ΔE = 1 eV: 0.925; first order 0.922

The exponent is small, so the change over three decades of resolution is only about 7.5% of σ_Λ, and first order is already close.

The separate factors behave differently. At ΔE = 10 eV the virtual factor (λ/Λ)^A and the real factor F(ΔE/λ)^A are

λ = 10⁻³ eV: virtual 0.856, real 1.109
λ = 10⁻³⁰ eV: virtual 0.424, real 2.237
λ = 10⁻¹⁰⁰ eV: virtual 0.0689, real 13.79

The product is 0.949 in each row. As λ falls, the virtual factor tends to zero and the real factor grows without bound, although slowly because A is small. Neither has a finite, nonzero limit. Their product depends on the resolution ΔE and not on the cutoff.
